# Why zero residuals at four corner marks do not prove linear distortion: verification in Python

```python
"""Four corner overlay marks cannot prove that a field distortion is linear.

Result under test: the displacement d = k r^2 (x, y) is fitted with zero
residual at the corners (+-a, +-b) as a magnification M = k R^2, where
R^2 = a^2 + b^2, yet it leaves the error k (r^2 - R^2)(x, y) in the field,
with largest size 2 k R^3 / (3 sqrt 3) at r = R / sqrt 3.

Symbols: x, y position in mm from the optical axis; a, b half-widths in mm;
k cubic coefficient in nm/mm^3; displacements in nm; M in nm/mm = ppm.
The linear model has a constant, an x slope and a y slope per component.
"""
import numpy as np
from scipy.optimize import minimize_scalar


def design(points):
    return np.column_stack([np.ones(len(points)), points])


def linear_fit(points, values):
    """Return coefficients (rows: constant, x slope, y slope) and residuals."""
    coef = np.linalg.lstsq(design(points), values, rcond=None)[0]
    return coef, values - design(points) @ coef


def corners(a, b):
    return np.array([[a, b], [a, -b], [-a, b], [-a, -b]], dtype=float)


def mesh(xs, ys):
    gx, gy = np.meshgrid(xs, ys, indexing="ij")
    return np.column_stack([gx.ravel(), gy.ravel()])


def radial_cubic(points, k):
    return k * np.sum(points**2, axis=1)[:, None] * points


def size(vectors):
    return np.hypot(vectors[:, 0], vectors[:, 1])


k = 0.008
a = 11.0
R = np.sqrt(2) * a
marks = corners(a, a)
rng = np.random.default_rng(7)

# The corner fit and the hidden error, on a square and on a rectangle
for half_x, half_y in [(a, a), (13.0, 16.5)]:
    rim = np.hypot(half_x, half_y)
    pts = corners(half_x, half_y)
    coef, res = linear_fit(pts, radial_cubic(pts, k))
    expected = np.vstack([np.zeros(2), k * rim**2 * np.eye(2)])
    assert np.max(np.abs(res)) < 1e-10
    assert np.allclose(coef, expected, atol=1e-10)
    field = mesh(np.linspace(-half_x, half_x, 801),
                 np.linspace(-half_y, half_y, 801))
    left = size(radial_cubic(field, k) - design(field) @ coef)
    top = np.argmax(left)
    assert abs(left[top] / (2*k*rim**3/(3*np.sqrt(3))) - 1) < 1e-5
    assert abs(np.hypot(*field[top]) - rim/np.sqrt(3)) < 0.05
    # Arbitrary readings: only the alternating combination is left over
    readings = rng.normal(size=(4, 2))
    signs = np.array([1, -1, -1, 1])
    alternating = signs @ readings / 4
    assert np.allclose(linear_fit(pts, readings)[1],
                       np.outer(signs, alternating), atol=1e-12)
    # Among all monomials of second and third order, only xy is seen
    for p, q in [(2, 0), (1, 1), (0, 2), (3, 0), (2, 1), (1, 2), (0, 3)]:
        mono = ((pts[:, 0]/half_x)**p * (pts[:, 1]/half_y)**q)[:, None]
        seen = np.max(np.abs(linear_fit(pts, mono)[1])) > 1e-10
        assert seen == ((p, q) == (1, 1))

corner_coef, corner_res = linear_fit(marks, radial_cubic(marks, k))
M = corner_coef[1, 0]
field = mesh(np.linspace(-a, a, 801), np.linspace(-a, a, 801))
left = size(radial_cubic(field, k) - design(field) @ corner_coef)
hidden_max = left.max()
print(f"field half-width a = {a:.1f} mm, corner radius R = {R:.3f} mm")
print(f"cubic coefficient k = {k:.4f} nm/mm^3")
print(f"fitted magnification M = {M:.3f} ppm")
print(f"corner displacement size = {size(radial_cubic(marks, k))[0]:.2f} nm")
print(f"corner residuals below 1e-10 nm: {np.abs(corner_res).max() < 1e-10}")
print(f"largest hidden error = {hidden_max:.2f} nm")
print(f"radius of largest hidden error = {R/np.sqrt(3):.2f} mm")
print("point (mm): true x-shift, fitted x-shift, x-error, error size (nm)")
for point in [(0, 0), (5.5, 0), (5.5, 5.5), (11, 0), (11, 11)]:
    p = np.array([point], dtype=float)
    true, fitted = radial_cubic(p, k), design(p) @ corner_coef
    err = true - fitted
    err[np.abs(err) < 1e-10] = 0.0
    print(f"  ({point[0]:.1f}, {point[1]:.1f}): {true[0, 0]:.2f}, "
          f"{abs(fitted[0, 0]):.2f}, {err[0, 0]:.2f}, {size(err)[0]:.2f}")

# Mean-square errors by quadrature and by a weighted whole-field fit
nodes, weights = np.polynomial.legendre.leggauss(8)
quad_pts = mesh(a*nodes, a*nodes)
quad_w = np.outer(weights, weights).ravel() / 4
truth = radial_cubic(quad_pts, k)
root_w = np.sqrt(quad_w)[:, None]
whole_coef = np.linalg.lstsq(root_w*design(quad_pts), root_w*truth,
                             rcond=None)[0]


def rms(vectors):
    return np.sqrt(quad_w @ np.sum(vectors**2, axis=1))


rms_none = rms(truth)
rms_corner = rms(truth - design(quad_pts) @ corner_coef)
rms_whole = rms(truth - design(quad_pts) @ whole_coef)
assert np.isclose(rms_none, k*a**3*np.sqrt(24/35))
assert np.isclose(rms_corner, k*a**3*np.sqrt(272/315))
assert np.isclose(rms_whole, k*a**3*np.sqrt(496/4725))
assert np.isclose(whole_coef[1, 0], 14*k*a**2/15)
assert rms_whole < rms_none < rms_corner
whole_left = size(radial_cubic(field, k) - design(field) @ whole_coef)
assert np.isclose(whole_left.max(), 16*np.sqrt(2)/15*k*a**3)
assert np.isclose(np.hypot(*field[np.argmax(whole_left)]), R)
print(f"rms error, no correction = {rms_none:.2f} nm")
print(f"rms error, corner correction = {rms_corner:.2f} nm")
print(f"rms error, whole-field linear fit = {rms_whole:.2f} nm")
print(f"whole-field magnification = {whole_coef[1, 0]:.3f} ppm")
print(f"whole-field fit, largest error = {whole_left.max():.2f} nm")

# Added marks: the centre is blind, an edge midpoint is not
with_centre = np.vstack([marks, [[0.0, 0.0]]])
centre_res = linear_fit(with_centre, radial_cubic(with_centre, k))[1]
assert np.max(np.abs(centre_res)) < 1e-10
for half_x, half_y in [(a, a), (13.0, 16.5)]:
    five = np.vstack([corners(half_x, half_y), [[half_x, 0.0]]])
    miss = -k*half_x*half_y**2
    five_res = linear_fit(five, radial_cubic(five, k))[1]
    assert np.allclose(five_res[:, 0],
                       miss*np.array([-1/3, -1/3, 0, 0, 2/3]), atol=1e-10)
    assert np.allclose(five_res[:, 1], 0, atol=1e-10)
    if half_x == a:
        edge = np.array([[a, 0.0]])
        edge_miss = (radial_cubic(edge, k) - design(edge) @ corner_coef)[0, 0]
        assert np.isclose(edge_miss, miss)
        print(f"centre mark added: residuals below 1e-10 nm: "
              f"{np.abs(centre_res).max() < 1e-10}")
        print(f"edge mark, miss from corner fit = {edge_miss:.2f} nm")
        print(f"edge mark, residual after refit = {five_res[4, 0]:.2f} nm")
        print(f"near corners, residual after refit = {five_res[0, 0]:.2f} nm")

# How many of the ten terms up to third order a square grid determines
ranks = {}
for n in (2, 3, 4):
    g = mesh(np.linspace(-1, 1, n), np.linspace(-1, 1, n))
    terms = np.column_stack([g[:, 0]**p * g[:, 1]**q
                             for p in range(4) for q in range(4 - p)])
    ranks[n] = np.linalg.matrix_rank(terms)
    print(f"{n}x{n} marks determine {ranks[n]} of {terms.shape[1]} terms")
assert ranks == {2: 4, 3: 8, 4: 10}

# Slit scanning: average the displacement over the slit at each x
slit_half = 4.0


def scanned(points):
    total = np.zeros_like(points)
    for node, weight in zip(nodes, weights):
        in_slit = np.column_stack([points[:, 0],
                                   np.full(len(points), slit_half*node)])
        total += weight/2 * radial_cubic(in_slit, k)
    return total


scan_coef, scan_res = linear_fit(marks, scanned(marks))
scan_left = scanned(field) - design(field) @ scan_coef
assert np.max(np.abs(scan_res)) < 1e-10
assert np.allclose(scan_left[:, 0], k*field[:, 0]*(field[:, 0]**2 - a**2),
                   atol=1e-9)
assert np.allclose(scan_left[:, 1], 0, atol=1e-9)
scan_max = np.abs(scan_left[:, 0]).max()
assert abs(scan_max/(2*k*a**3/(3*np.sqrt(3))) - 1) < 1e-5
grid3 = mesh(np.linspace(-a, a, 3), np.linspace(-a, a, 3))
grid4 = mesh(np.linspace(-a, a, 4), np.linspace(-a, a, 4))
res3 = np.abs(linear_fit(grid3, scanned(grid3))[1]).max()
res4 = np.abs(linear_fit(grid4, scanned(grid4))[1]).max()
assert res3 < 1e-10 and res4 > 1.0
print(f"slit half-height = {slit_half:.1f} mm")
print(f"scanned field, magnification in x = {scan_coef[1, 0]:.3f} ppm")
print(f"scanned field, largest hidden error = {scan_max:.2f} nm")
print(f"scanned, 3x3 residuals below 1e-10 nm: {res3 < 1e-10}")
print(f"scanned, 4x4 largest residual = {res4:.2f} nm")

# Mark noise: random draws against the propagated standard deviations
sigma = 1.0
noise = rng.normal(scale=sigma, size=(4, 200000))
noise_coef, noise_res = linear_fit(marks, noise)
worst = np.array([[R/np.sqrt(3), 0.0]])
noise_pred = (design(worst) @ noise_coef).std()
noise_resid = np.sqrt(np.mean(noise_res**2))
assert abs(noise_pred/(sigma*np.sqrt(5/12)) - 1) < 0.01
assert abs(noise_resid/(sigma/2) - 1) < 0.01
print(f"mark noise = {sigma:.1f} nm per component")
print(f"noise: rms corner residual = {noise_resid:.2f} nm")
print(f"noise: fit error at (R/sqrt3, 0) = {noise_pred:.2f} nm")

# One mark inset from its corner, fitted at its real position
inset = 0.5
moved = marks.copy()
moved[0, 0] -= inset
inset_res = np.abs(linear_fit(moved, radial_cubic(moved, k))[1]).max()
# The estimate is first order in inset/a, hence the ten per cent tolerance
assert abs(inset_res/(k*a**2*inset/2) - 1) < 0.10
print(f"one mark inset {inset:.1f} mm: largest residual = {inset_res:.2f} nm")

# Optical axis displaced from the field centre along y
offset = 0.1
off_res = linear_fit(marks, radial_cubic(marks + [0, offset], k))[1]
assert np.allclose(np.abs(off_res[:, 0]), 2*k*offset*a**2, atol=1e-10)
assert np.allclose(off_res[:, 1], 0, atol=1e-10)
print(f"axis off centre {offset:.1f} mm: residual = "
      f"{np.abs(off_res).max():.2f} nm")

# Fifth-order distortion with a given share of the cubic corner displacement
for share in (0.2, -0.2):
    def mixed(points):
        r2 = np.sum(points**2, axis=1)[:, None]
        return radial_cubic(points, k) * (1 + share*r2/R**2)
    mix_coef, mix_res = linear_fit(marks, mixed(marks))
    assert np.max(np.abs(mix_res)) < 1e-10
    mix_max = size(mixed(field) - design(field) @ mix_coef).max()
    best = minimize_scalar(lambda s: -((s - s**3) + share*(s - s**5)),
                           bounds=(0, 1), method="bounded")
    assert abs(mix_max/(-best.fun*k*R**3) - 1) < 1e-4
    print(f"fifth-order share {share:+.1f}: hidden max = {mix_max:.2f} nm")

# Wafer temperature change: truly linear, so the hidden error must not move
expansion_ppm_per_K, delta_T = 2.6, 0.1
thermal = expansion_ppm_per_K * delta_T
hot_coef, hot_res = linear_fit(marks, radial_cubic(marks, k) + thermal*marks)
hot_left = size(radial_cubic(field, k) + thermal*field
                - design(field) @ hot_coef)
assert np.max(np.abs(hot_res)) < 1e-10
assert np.allclose(hot_left, left, atol=1e-9)
print(f"silicon expansion (rough) = {expansion_ppm_per_K:.1f} ppm/K")
print(f"wafer warmer by {delta_T:.1f} K: added M = {thermal:.2f} ppm")
print(f"wafer warmer: corner shift = {thermal*R:.2f} nm")
print(f"wafer warmer: fitted M = {hot_coef[1, 0]:.3f} ppm")
print(f"wafer warmer: largest hidden error = {hot_left.max():.2f} nm")

print("tests ok")
```

Printed output:

```
field half-width a = 11.0 mm, corner radius R = 15.556 mm
cubic coefficient k = 0.0080 nm/mm^3
fitted magnification M = 1.936 ppm
corner displacement size = 30.12 nm
corner residuals below 1e-10 nm: True
largest hidden error = 11.59 nm
radius of largest hidden error = 8.98 mm
point (mm): true x-shift, fitted x-shift, x-error, error size (nm)
  (0.0, 0.0): 0.00, 0.00, 0.00, 0.00
  (5.5, 0.0): 1.33, 10.65, -9.32, 9.32
  (5.5, 5.5): 2.66, 10.65, -7.99, 11.29
  (11.0, 0.0): 10.65, 21.30, -10.65, 10.65
  (11.0, 11.0): 21.30, 21.30, 0.00, 0.00
rms error, no correction = 8.82 nm
rms error, corner correction = 9.89 nm
rms error, whole-field linear fit = 3.45 nm
whole-field magnification = 0.903 ppm
whole-field fit, largest error = 16.06 nm
centre mark added: residuals below 1e-10 nm: True
edge mark, miss from corner fit = -10.65 nm
edge mark, residual after refit = -7.10 nm
near corners, residual after refit = 3.55 nm
2x2 marks determine 4 of 10 terms
3x3 marks determine 8 of 10 terms
4x4 marks determine 10 of 10 terms
slit half-height = 4.0 mm
scanned field, magnification in x = 1.011 ppm
scanned field, largest hidden error = 4.10 nm
scanned, 3x3 residuals below 1e-10 nm: True
scanned, 4x4 largest residual = 2.84 nm
mark noise = 1.0 nm per component
noise: rms corner residual = 0.50 nm
noise: fit error at (R/sqrt3, 0) = 0.64 nm
one mark inset 0.5 mm: largest residual = 0.24 nm
axis off centre 0.1 mm: residual = 0.19 nm
fifth-order share +0.2: hidden max = 14.71 nm
fifth-order share -0.2: hidden max = 8.55 nm
silicon expansion (rough) = 2.6 ppm/K
wafer warmer by 0.1 K: added M = 0.26 ppm
wafer warmer: corner shift = 4.04 nm
wafer warmer: fitted M = 2.196 ppm
wafer warmer: largest hidden error = 11.59 nm
tests ok
```
